\section*{Where the pseudo-charge series gives the true Coulomb potential}

\section{A lattice of point charges}

Place a point charge $q$ at each site of a lattice with cell volume $\Omega$, and add a uniform background of density $-q/\Omega$, so that the cell is neutral. Around each site draw a sphere of radius $R$; the spheres do not overlap. Periodic functions are expanded as
\begin{equation}
f(\mathbf r)=\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\end{equation}
Poisson's equation $\nabla^2V=-\rho/\varepsilon_0$ then reads $-G^2V(\mathbf G)=-\rho(\mathbf G)/\varepsilon_0$, so that
\begin{equation}
V(\mathbf G)=\frac{\rho(\mathbf G)}{\varepsilon_0G^2}\qquad(\mathbf G\neq0).
\label{eq:rule}
\end{equation}
In Gaussian units this is $4\pi\rho(\mathbf G)/G^2$. The coefficient $V(0)$ is not fixed by the equation; it is set to zero here, so every potential written as a series has zero cell average.

For the point charges $\rho(\mathbf G)=q/\Omega$ at every $\mathbf G\ne0$. These coefficients do not decay, and the series for $V$ is not absolutely convergent, because the number of vectors in a shell of fixed thickness grows as $G^2$. Weinert's method avoids this by replacing the charge in each sphere by a smooth one with the same multipole moments. Here a ball of charge $q$ will do. Two choices, with $x=r/R$, are
\begin{equation}
p_0=\frac{3q}{4\pi R^3},\qquad p_1=\frac{15q}{8\pi R^3}(1-x^2)\qquad (r<R).
\end{equation}
Both contain the charge $q$; for the second, $4\pi R^3\int_0^1x^2(1-x^2)dx=8\pi R^3/15$.

The charge within radius $r$ is $qx^3$ for $p_0$. For $p_1$ it is $\frac{15}{2}q(x^3/3-x^5/5)=\frac q2(5x^3-3x^5)$. By Gauss's law the potential of one isolated ball is $q/(4\pi\varepsilon_0r)$ outside. Inside, it is the surface value plus the integral of the field from $r$ to $R$:
\begin{align}
\phi_0&=\frac{q}{4\pi\varepsilon_0R}\Bigl[1+\int_x^1t\,dt\Bigr]
=\frac{q}{4\pi\varepsilon_0R}\Bigl[\frac32-\frac{x^2}2\Bigr],\\
\phi_1&=\frac{q}{4\pi\varepsilon_0R}\Bigl[1+\int_x^1\frac{5t-3t^3}2dt\Bigr]
=\frac{q}{4\pi\varepsilon_0R}\Bigl[\frac{15}8-\frac{5x^2}4+\frac{3x^4}8\Bigr].
\end{align}
Neither is the potential $q/(4\pi\varepsilon_0r)$ of the point charge, and they differ from each other.

To carry this over to the crystal, let $W_N=\phi_N-q/(4\pi\varepsilon_0r)$ inside each sphere and $W_N=0$ elsewhere. This is a periodic function, and it solves Poisson's equation for the pseudo-density minus the true density. The difference $V_N-V$ between the pseudo-series and the true potential solves the same equation. Two periodic solutions differ by a periodic function $f$ with $\nabla^2f=0$, hence $G^2f(\mathbf G)=0$, hence a constant. Both $V_N$ and $V$ have zero average, so
\begin{equation}
V_N-V=W_N-\langle W_N\rangle,\qquad
\langle W_N\rangle=\frac1\Omega\int_{r<R}W_N\,d^3r .
\end{equation}
The averages follow by elementary integration. The common factor is $4\pi R^3\cdot q/(4\pi\varepsilon_0R\,\Omega)=qR^2/(\varepsilon_0\Omega)$, and the point charge contributes $-\int_0^1x\,dx=-\frac12$:
\begin{align}
\langle W_0\rangle&=\frac{qR^2}{\varepsilon_0\Omega}\Bigl(\frac12-\frac1{10}-\frac12\Bigr)=-\frac{qR^2}{10\,\varepsilon_0\Omega},\\
\langle W_1\rangle&=\frac{qR^2}{\varepsilon_0\Omega}\Bigl(\frac58-\frac14+\frac3{56}-\frac12\Bigr)=-\frac{qR^2}{14\,\varepsilon_0\Omega}.
\end{align}

The pseudo-series therefore does not give the Coulomb potential of the point lattice everywhere. At a nucleus the true potential diverges, while $V_0$ and $V_1$ are finite and unequal. Between the spheres the series has the right shape, but it is shifted from the true potential, upward for $q>0$, by $qR^2/(10\varepsilon_0\Omega)$ in one case and $qR^2/(14\varepsilon_0\Omega)$ in the other. Even the statement that the series is right in the interstitial therefore needs the words ``up to a constant''.

Equation \eqref{eq:rule} is not at fault. It returns the potential of whatever density supplies the coefficients, and the density supplied was not the true one inside the spheres.

\section{The general statement}

Consider a neutral periodic charge density. In the interstitial it is a plane-wave sum $\rho_I(\mathbf r)$. Inside each sphere it is some other function, which may include a point nucleus at the centre and may jump by a finite amount at the surface. One sphere per cell, at the origin, keeps the notation short; several non-overlapping spheres are treated by adding their contributions.

Continue $\rho_I$ through the sphere and define the remainder
\begin{equation}
D(\mathbf r)=\rho(\mathbf r)-\rho_I(\mathbf r)\quad(r<R),\qquad
Q_{lm}=\int_{r<R}D\,r^lY_{lm}^*(\hat{\mathbf r})\,d^3r .
\end{equation}
Subtracting the moments of $\rho_I$ is necessary because the plane waves remain in the sphere when the series is summed. The pseudo-density is $\tilde\rho_N=\rho_I+p_N$, with
\begin{equation}
p_N=\sum_{lm}A_{lm}r^l\Bigl(1-\frac{r^2}{R^2}\Bigr)^NY_{lm}(\hat{\mathbf r})\quad(r<R),
\label{eq:p}
\end{equation}
$p_N=0$ for $r>R$, and $A_{lm}$ chosen so that $p_N$ has the moments $Q_{lm}$. Let $V_N$ be the series obtained from $\tilde\rho_N$ by \eqref{eq:rule}, and $V$ the true potential with zero cell average. Then:

\begin{enumerate}
\item In the interstitial and on the sphere surface, $V_N=V+C_N$, with
\begin{equation}
C_N=\frac1{6\varepsilon_0\Omega}\Bigl[\frac{3Q_0R^2}{2N+5}-\int_{r<R}r^2D\,d^3r\Bigr],\qquad Q_0=\int_{r<R}D\,d^3r .
\label{eq:C}
\end{equation}
\item Inside the sphere $V_N$ is the potential of the pseudo-density and depends on $N$ beyond this constant when $Q_0\ne0$.
\item The Poisson equation solved inside with the true density and with the surface values of $V_N$ gives $V+C_N$ there as well.
\end{enumerate}

\section{Proof}

\subsection{Equal moments give equal exterior potentials}

Let $\Delta=p_N-D$, the pseudo-density minus the true density. It is confined to the sphere and all its moments vanish. Its free-space potential at $r>R$ is found from
\begin{equation}
\frac1{|\mathbf r-\mathbf r'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r'^l}{r^{l+1}}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')\qquad(r'<r).
\end{equation}
Integration over $\mathbf r'$ with weight $\Delta(\mathbf r')$ produces the moments of $\Delta$, so each term is zero. The potential $W$ of $\Delta$ vanishes outside the sphere and, by continuity, on it. If one moment is left unmatched, its term survives: for a single sphere it falls off as $r^{-l-1}$, and in the crystal the terms of all cells add in the interstitial, so the result fails there too.

Since $W$ does not reach beyond its own sphere, repeating it in every cell gives a periodic function without any lattice sum. The argument used for the point charges applies unchanged:
\begin{equation}
V_N-V=W-\langle W\rangle=W+C_N,\qquad C_N=-\langle W\rangle .
\label{eq:diff}
\end{equation}
Where $W=0$, this is the first part of item 1.

\subsection{The constant}

Green's identity with the functions $r^2$ and $W$ reads
\begin{equation}
\int_{r<R}\bigl(r^2\nabla^2W-W\nabla^2r^2\bigr)d^3r=\oint_{r=R}\bigl(r^2\partial_rW-2rW\bigr)dS=0 .
\end{equation}
The surface term vanishes because $W=0$ outside and both $W$ and $\partial_rW$ are continuous at $R$; a finite jump of the density does not spoil this. A nucleus at the centre adds nothing: on a small sphere around it $\partial_rW\sim r^{-2}$ and $W\sim r^{-1}$, so the surface terms fall as $r^2$. With $\nabla^2r^2=6$ and $\nabla^2W=-\Delta/\varepsilon_0$,
\begin{equation}
\int_{r<R} W\,d^3r=-\frac1{6\varepsilon_0}\int_{r<R} r^2\Delta\,d^3r,\qquad
C_N=\frac1{6\varepsilon_0\Omega}\int_{r<R} r^2(p_N-D)\,d^3r .
\label{eq:C2}
\end{equation}
The second radial moment is not one of the multipole moments, so matching those does not make it agree. To evaluate it for $p_N$, the explicit form of the pseudo-density is needed.

\subsection{The pseudo-density and its coefficients}

Define
\begin{equation}
I_N^l(z)=\int_0^1x^{l+2}(1-x^2)^Nj_l(zx)\,dx .
\end{equation}
The Bessel identity $\frac{d}{dx}[x^{l+2}j_{l+1}(zx)]=z\,x^{l+2}j_l(zx)$ gives $I_0^l=j_{l+1}(z)/z$. For $N\ge1$, integration by parts has no boundary term, since $1-x^2$ vanishes at $x=1$ and $x^{l+2}$ at $x=0$:
\begin{equation}
I_N^l=\frac{2N}z\int_0^1x^{l+3}(1-x^2)^{N-1}j_{l+1}(zx)\,dx=\frac{2N}zI_{N-1}^{l+1}.
\end{equation}
After $N$ such steps,
\begin{equation}
I_N^l(z)=\frac{2^NN!}{z^N}I_0^{l+N}(z)=2^NN!\,\frac{j_{l+N+1}(z)}{z^{N+1}} .
\label{eq:son}
\end{equation}
For small $z$, $j_n(z)\simeq z^n/(2n+1)!!$. Comparing the coefficients of $z^l$ on the two sides yields
\begin{equation}
\int_0^1x^{2l+2}(1-x^2)^Ndx=\frac{2^NN!\,(2l+1)!!}{(2l+2N+3)!!}.
\label{eq:norm}
\end{equation}

The moment of \eqref{eq:p} is $A_{lm}R^{2l+3}$ times this integral. Setting it equal to $Q_{lm}$ fixes
\begin{equation}
A_{lm}=\frac{Q_{lm}}{R^{2l+3}}\,\frac{(2l+2N+3)!!}{2^NN!\,(2l+1)!!}.
\end{equation}
For the Fourier coefficient use $e^{-i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(Gr)Y_{lm}(\hat{\mathbf G})Y^*_{lm}(\hat{\mathbf r})$. The angular integral selects one $lm$, and the radial one is $R^{l+3}I_N^l(GR)$. The factor $2^NN!$ cancels:
\begin{equation}
p_N(\mathbf G)=\frac{4\pi}\Omega\sum_{lm}(-i)^lY_{lm}(\hat{\mathbf G})\frac{Q_{lm}}{R^l}\frac{(2l+2N+3)!!}{(2l+1)!!}\frac{j_{l+N+1}(GR)}{(GR)^{N+1}} .
\end{equation}
At large $GR$ the Bessel function falls as $1/(GR)$, so the coefficients fall as $G^{-N-2}$. This is what $N$ is for: it controls the convergence of the series. The decay sets in only once $GR$ exceeds about $l+N+1$, and the prefactor grows with $N$, so at a finite cutoff $G_{\max}$ too large an exponent makes the truncated sum worse. In the model of the last section, with $G_{\max}R\approx15$, the error on the surface and outside is about $2\times10^{-3}$ V for $N=2$ and $N=4$ but about $0.2$ V for $N=20$. A sphere centred at $\mathbf R_\alpha$ acquires the factor $e^{-i\mathbf G\cdot\mathbf R_\alpha}$.

In the second radial moment of $p_N$ the angular integral leaves $l=0$. Its ratio to $Q_0$ is $R^2$ times the ratio of \eqref{eq:norm} at $l=1$ and $l=0$:
\begin{equation}
\int_{r<R} r^2p_N\,d^3r=Q_0R^2\,\frac{3!!\,(2N+3)!!}{(2N+5)!!}=\frac{3Q_0R^2}{2N+5}.
\end{equation}
Insertion in \eqref{eq:C2} gives \eqref{eq:C}. For the point lattice $D=q\,\delta(\mathbf r)$ has no second moment, and $C_N=qR^2/[2(2N+5)\varepsilon_0\Omega]$ reproduces the values found for $N=0$ and $N=1$.

\subsection{Dependence on $N$ inside}

Apply \eqref{eq:diff} to two exponents and subtract. The true potential drops out, and what remains is the free-space potential of $p_N-p_{N'}$ plus $C_N-C_{N'}$. At the centre the potential of $p_N$ is $\int p_N/(4\pi\varepsilon_0r)\,d^3r$, to which $l=0$ alone contributes. With $\int_0^1x(1-x^2)^Ndx=1/[2(N+1)]$ and \eqref{eq:norm} at $l=0$,
\begin{equation}
V_N(0)-V_{N'}(0)=\frac{Q_0}{4\pi\varepsilon_0R}(h_N-h_{N'})+C_N-C_{N'},\qquad
h_N=\frac{(2N+3)!!}{2^{N+1}(N+1)!}.
\label{eq:centre}
\end{equation}
The ratio $h_{N+1}/h_N=(2N+5)/(2N+4)$ exceeds one, so a larger exponent concentrates the pseudo-charge and raises this part of the central potential when $Q_0>0$. For $Q_0\neq0$ the difference of the $h$ terms cannot be absorbed in the constant, which proves item 2.

\subsection{The potential inside}

Write the non-nuclear density in the sphere as $\sum_{lm}\rho_{lm}(r)Y_{lm}$ and define
\begin{equation}
u_{lm}(r)=\frac1{\varepsilon_0(2l+1)}\Bigl[\frac{a(r)}{r^{l+1}}+r^lb(r)\Bigr],\quad
a=\int_0^rs^{l+2}\rho_{lm}ds,\quad b=\int_r^Rs^{1-l}\rho_{lm}ds .
\end{equation}
In $u_{lm}'$ the terms with $a'=r^{l+2}\rho_{lm}$ and $b'=-r^{1-l}\rho_{lm}$ cancel. Hence
\begin{align}
r^2u_{lm}'&=\frac{-(l+1)r^{-l}a+l\,r^{l+1}b}{\varepsilon_0(2l+1)},\\
(r^2u_{lm}')'&=l(l+1)u_{lm}-\frac{(l+1)+l}{\varepsilon_0(2l+1)}r^2\rho_{lm}
=l(l+1)u_{lm}-\frac{r^2\rho_{lm}}{\varepsilon_0},
\end{align}
which is the radial Poisson equation. The source-free solution regular at the origin is $r^l$; it adjusts the surface value. The plane-wave expansion gives the surface components of the series,
\begin{equation}
S_{lm}=4\pi i^l\sum_{\mathbf G\ne0}V_N(\mathbf G)\,j_l(GR)\,Y^*_{lm}(\hat{\mathbf G}),
\end{equation}
and the interior potential is
\begin{equation}
V^{\rm in}=\frac{Ze}{4\pi\varepsilon_0}\Bigl(\frac1r-\frac1R\Bigr)+\sum_{lm}\Bigl\{u_{lm}(r)+\Bigl(\frac rR\Bigr)^l\bigl[S_{lm}-u_{lm}(R)\bigr]\Bigr\}Y_{lm}(\hat{\mathbf r}).
\label{eq:in}
\end{equation}
The nuclear term vanishes at $R$, so the surface values are $S_{lm}$. By item 1 these are the values of $V+C_N$, which also has the true density as its source. A solution with given source and surface values is unique, so $V^{\rm in}=V+C_N$. This is item 3.

The constant is now common to the whole cell. It leaves the electrostatic energy $\frac12\int\rho V$ of a neutral cell (taken without the divergent self-energy of the point nuclei) unchanged, since $\int\rho\,C_N=0$, but it shifts every one-electron energy by $-eC_N$. Energies measured from the zero of the series must not be compared between different $N$ without removing it.

\section{A crystal with an extended charge}

The point lattice has no electrons in its spheres. A model with round parameters shows the same effects for an extended, non-spherical charge: a simple cubic cell with $a=0.4$ nm, $R=0.12$ nm and a nucleus with $Z=3$. Two electrons in the sphere have a density proportional to $e^{-r^2/w^2}[1+0.3(r/w)^2P_2(\cos\theta)]$ with $w=0.05$ nm. The third is in the interstitial, with charge density $\rho_I=\bar\rho\,[1+0.2\cos(2\pi z/a)]$. Neutrality fixes $-\bar\rho/e=17.93$ nm$^{-3}$. The cosine averages to zero over the cell, so the charge of $D$ balances $\bar\rho\,\Omega$:
\begin{equation}
Q_0=17.93\times0.064\;e=1.148\;e .
\end{equation}
It exceeds the net sphere charge $e$ because the continued electron waves have been subtracted.

The second radial moment of $D$ is $-0.00599\;e\,$nm$^2$. From the computed $Q_0/(4\pi\varepsilon_0R)=13.77$ V one has $e/\varepsilon_0=4\pi\times0.12\times13.77/1.148=18.1$ V\,nm. Equation \eqref{eq:C} for $N=2$ then gives
\begin{equation}
C_2=\frac{18.1}{6\times0.064}\Bigl[\frac{3\times1.148\times0.0144}{9}+0.00599\Bigr]\,\mathrm V=0.54\ \mathrm V .
\end{equation}
The same formula gives $C_4=0.46$ V and $C_7=0.41$ V. With these constants removed, the series on the $z$ axis compares with the true potential as follows (in volts):

\begin{center}
\begin{tabular}{rrrrr}
$z$ (nm) & $N=2$ & $N=4$ & $N=7$ & true\\
0.03 & 15.442 & 19.973 & 23.709 & 75.025\\
0.06 & 9.946 & 10.730 & 10.415 & 16.453\\
0.09 & 4.853 & 4.795 & 4.740 & 5.183\\
0.12 & 1.832 & 1.832 & 1.832 & 1.832\\
0.20 & $-0.765$ & $-0.765$ & $-0.765$ & $-0.765$
\end{tabular}
\end{center}

The ``true'' column is the potential of the model charge, found independently by integrating $D$ with an Ewald lattice Green function, whose neutralising background supplies $\bar\rho$, and adding the potential of the cosine wave in closed form. On the surface and beyond, the columns agree. Inside, the series is wrong by tens of volts near the nucleus and still by 0.3 to 0.4 V at $z=0.09$ nm. For this extended charge raising $N$ is no cure: between $N=2$ and $N=7$ the error at $0.03$ nm falls only from about 60 V to about 51 V, at $0.09$ nm the error grows with $N$, and at $0.06$ nm the value first rises and then falls.

At the centre, \eqref{eq:centre} with $h_2=2.188$ and $h_4=2.707$ predicts
\begin{equation}
V_4(0)-V_2(0)=13.77\times0.519\ \mathrm V-0.08\ \mathrm V=7.07\ \mathrm V,
\end{equation}
in agreement with the direct sums, $25.47-18.40=7.07$ V. A quantity that moves by 7 V under a change of a convergence parameter is not a property of the crystal.

Equation \eqref{eq:in}, after subtraction of $C_N$, returns 75.025, 16.453 and 5.183 V at the three interior points for each $N$. The condition on the moments matters as well: if those with $l\ge2$ are dropped at $N=4$, the potential at $z=0.20$ nm becomes $-0.416$ V instead of $-0.765$ V, although this point lies outside the sphere.

Finally, the series was summed with the true coefficients of the electron density, the nuclei being treated by the Ewald method. It then agrees with the true potential (whose nuclear part is the same Ewald term, so that the electron part is what is tested) at the five tabulated points and at the interstitial points $(0.2,0.1,0.05)$ and $(0.2,0.2,0.2)$ nm, to within $2\times10^{-5}$ V when all $|\mathbf G|\le40\cdot2\pi/a$ are kept. Because the true density jumps at $R$, this series converges slowly: at half that cutoff the deviation is about $1.5\times10^{-4}$ V. The numerical check thus confirms both halves of the matter: the Fourier rule holds, at the points tested inside and outside the sphere, for the density it is given, and the pseudo-density is the true one only outside the spheres.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 0.40 nm, sphere radius R = 0.12 nm
cloud width w = 0.05 nm, nuclear charge Z = 3
electrons in sphere = 2.0, outside = 1.0
cloud anisotropy = 0.3, wave modulation = 0.2
mean wave electron density = 17.9316 nm^-3
largest |n| in G sum = 40, number of G vectors = 267760
largest l of matched moments = 12
moment of D, Q_0/R^0 = 1.147625 e
moment of D, Q_2/R^2 = -0.071743 e
moment of D, Q_4/R^4 = 0.000082 e
second radial moment of D = -0.005989 e nm^2
constant C_N, N=2: 0.5418 V
constant C_N, N=4: 0.4619 V
constant C_N, N=7: 0.4052 V
raw series in V: place, (x,y,z) in nm, N=2, N=4, N=7
inside (0, 0, 0.03) 15.9836 20.4351 24.1146
inside (0, 0, 0.06) 10.4873 11.1917 10.8197
inside (0, 0, 0.09) 5.3944 5.2566 5.1448
surface (0, 0, 0.12) 2.3734 2.2935 2.2367
outside (0, 0, 0.2) -0.2232 -0.3031 -0.3598
outside (0.2, 0.1, 0.05) -1.5050 -1.5849 -1.6416
outside (0.2, 0.2, 0.2) -2.7905 -2.8704 -2.9271
series minus C_N in V: place, (x,y,z) in nm, N=2, N=4, N=7, true
inside (0, 0, 0.03) 15.4418 19.9732 23.7094 75.0250
inside (0, 0, 0.06) 9.9455 10.7298 10.4146 16.4531
inside (0, 0, 0.09) 4.8526 4.7947 4.7396 5.1827
surface (0, 0, 0.12) 1.8316 1.8316 1.8316 1.8316
outside (0, 0, 0.2) -0.7650 -0.7650 -0.7650 -0.7650
outside (0.2, 0.1, 0.05) -2.0468 -2.0468 -2.0468 -2.0468
outside (0.2, 0.2, 0.2) -3.3323 -3.3323 -3.3323 -3.3323
rebuilt interior minus C_N in V: z in nm, N=2, N=4, N=7, true
0.03 75.0250 75.0250 75.0250 75.0250
0.06 16.4531 16.4531 16.4531 16.4531
0.09 5.1827 5.1827 5.1827 5.1827
Q_0/(4 pi eps0 R) = 13.7712 V
centre, N=2: h_N = 2.1875, series = 18.3991 V
centre, N=4: h_N = 2.7070, series = 25.4738 V
centre, N=7: h_N = 3.3385, series = 34.1127 V
centre N=4 minus N=2: series 7.0747 V, formula 7.0747 V
centre N=7 minus N=2: series 15.7136 V, formula 15.7136 V
only l=0 matched, N=4, at (0,0,0.2) nm: -0.4155 V, true -0.7650 V
largest error on surface and outside = 7.3e-07 V
largest error of rebuilt interior = 2.7e-07 V
largest error with true coefficients = 1.6e-05 V
\end{verbatim}
